\section*{Why an Undamped Polar Dielectric Half-Space Reflects Totally Between Two Frequencies}

\section{The material and its permittivity}

Q: A dielectric without damping cannot absorb light. I would expect infrared light to enter it and travel on, with some ordinary partial reflection at the surface. Why should there be a range of frequencies in which nothing gets in?

A: That depends on how the material answers the field, so let us first fix the material. It is isotropic and nonmagnetic, and its polarization at a point depends on the field at that point alone. Each unit volume holds $N$ identical oscillators: positive and negative ions with relative displacement $u$, reduced mass $\mu$ and effective charge $q$. With no damping,
\begin{equation}
\mu\ddot u=-\mu\omega_T^2u+qE .
\end{equation}
Here $E$ is the macroscopic field. The difference between it and the local field at an ion is absorbed into $\omega_T$ and $q$. The electrons respond much faster than the ions and give a constant background permittivity $\varepsilon_\infty>0$:
\begin{equation}
P=Nqu+\varepsilon_0(\varepsilon_\infty-1)E .
\end{equation}

Let all fields vary as $e^{-i\omega t}$. Then $\ddot u=-\omega^2u$, and the equation of motion gives
\begin{equation}
\mu(\omega_T^2-\omega^2)u=qE
\quad\Rightarrow\quad
u=\frac{qE}{\mu(\omega_T^2-\omega^2)} .
\end{equation}
Insert this in $D=\varepsilon_0E+P=\varepsilon_0\varepsilon E$ and divide by $\varepsilon_0E$:
\begin{equation}
\varepsilon(\omega)=\varepsilon_\infty+\frac{\Omega^2}{\omega_T^2-\omega^2},
\qquad \Omega^2=\frac{Nq^2}{\varepsilon_0\mu}.
\label{eq:eps}
\end{equation}

Q: The frequency $\omega_T$ is visible there. Where is the second frequency?

A: It belongs to an oscillation in which the ions move along the wavevector $\mathbf k$. Without free charge, $\nabla\cdot\mathbf D=0$, so $\mathbf k\cdot\mathbf D=0$. A longitudinal $\mathbf D$ is parallel to $\mathbf k$ and must therefore vanish. Hence
\begin{equation}
0=\varepsilon_0\varepsilon_\infty E+Nqu
\quad\Rightarrow\quad
E=-\frac{Nqu}{\varepsilon_0\varepsilon_\infty}.
\end{equation}
The displaced ions create a field that pulls them back. Put it into the equation of motion:
\begin{equation}
\mu\ddot u=-\mu\left(\omega_T^2+\frac{Nq^2}{\varepsilon_0\mu\,\varepsilon_\infty}\right)u
\quad\Rightarrow\quad
\omega_L^2=\omega_T^2+\frac{\Omega^2}{\varepsilon_\infty}.
\label{eq:wl}
\end{equation}
So $\omega_L>\omega_T$. Bring \eqref{eq:eps} to a common denominator and use \eqref{eq:wl}:
\begin{align}
\varepsilon
&=\frac{\varepsilon_\infty(\omega_T^2-\omega^2)+\Omega^2}{\omega_T^2-\omega^2}
=\varepsilon_\infty\,\frac{\omega_T^2+\Omega^2/\varepsilon_\infty-\omega^2}{\omega_T^2-\omega^2}\notag\\
&=\varepsilon_\infty\,\frac{\omega_L^2-\omega^2}{\omega_T^2-\omega^2}.
\label{eq:factor}
\end{align}

Q: And the sign?

A: Below $\omega_T$ both factors are positive, and above $\omega_L$ both are negative; in either case $\varepsilon>0$. Between the two frequencies the numerator is positive and the denominator negative, so $\varepsilon<0$.

The mechanism is that of any driven oscillator. Above its resonance the displacement is opposite in phase to the force, so the ionic polarization opposes the field. Just above $\omega_T$ its negative contribution to $\varepsilon$ is large and outweighs $\varepsilon_\infty$. This contribution weakens as $\omega$ rises, and at $\omega_L$ it just cancels $\varepsilon_\infty$.

\section{The field inside}

Q: A negative permittivity is still only a number. Why should it stop a wave?

A: Let the material fill $z>0$, with vacuum at $z<0$, and let light arrive along $+z$ with $E$ along $x$ and $H$ along $y$. Maxwell's equations become
\begin{equation}
E'=i\omega\mu_0H,\qquad H'=i\omega\varepsilon_0\varepsilon E,
\label{eq:maxwell}
\end{equation}
where the prime means $d/dz$. Differentiate the first and insert the second, with $k_0=\omega/c$ and $\varepsilon_0\mu_0=1/c^2$:
\begin{equation}
E''=-\varepsilon k_0^2E .
\end{equation}
A travelling wave $e^{ikz}$ needs $k^2=\varepsilon k_0^2$. For $\varepsilon<0$ no real $k$ satisfies this. Write $\varepsilon=-\kappa^2$ with $\kappa>0$; then $E''=\kappa^2k_0^2E$ and
\begin{equation}
E=t\,e^{-\kappa k_0z}+b\,e^{+\kappa k_0z}.
\end{equation}

Q: You will now drop the growing part. By what right?

A: The material has no far side and no source at infinity, so the field must stay bounded, which requires $b=0$. A trace of damping leads to the same choice. It gives $\varepsilon$ a small positive imaginary part $\eta$. Write the complex index as $n'+i\kappa'$, so that the wave is $e^{i(n'+i\kappa')k_0z}$. Then $2n'\kappa'=\eta>0$. Energy must flow away from the surface, so $n'>0$, and therefore $\kappa'>0$: the wave decays. As $\eta\to0$, $n'\to0$ and $\kappa'\to\kappa$.

The field falls by a factor $e$ over the depth
\begin{equation}
\delta=\frac{1}{\kappa k_0}.
\end{equation}

\section{Matching at the surface}

Q: So there is a field inside after all. Then some of the light has entered, and the reflection cannot be complete.

A: Let us calculate it. With unit incident amplitude, the field in vacuum is $e^{ik_0z}+re^{-ik_0z}$. Tangential $E$ and $H$ are continuous at $z=0$. By \eqref{eq:maxwell}, $E'$ is proportional to $H$ with the same factor on both sides, so $E'$ is continuous too:
\begin{align}
1+r&=t,\\
ik_0(1-r)&=-\kappa k_0t\quad\Rightarrow\quad 1-r=i\kappa t .
\end{align}
The last step uses $-1/i=i$. Adding the two conditions gives $2=(1+i\kappa)t$, and then
\begin{equation}
r=t-1=\frac{2}{1+i\kappa}-1=\frac{1-i\kappa}{1+i\kappa}.
\end{equation}
Numerator and denominator are complex conjugates and have equal magnitude. Since $1\pm i\kappa=\sqrt{1+\kappa^2}\,e^{\pm i\arctan\kappa}$,
\begin{equation}
r=e^{-2i\arctan\kappa},\qquad R=|r|^2=1 .
\label{eq:r}
\end{equation}

Q: How do you reconcile that with the field inside?

A: A field need not carry energy onward. From \eqref{eq:maxwell},
\begin{equation}
H=\frac{E'}{i\omega\mu_0}=\frac{-\kappa k_0E}{i\omega\mu_0}=\frac{i\kappa k_0}{\omega\mu_0}E .
\end{equation}
The factor $i$ puts $E$ and $H$ a quarter period apart, and the mean energy flux is
\begin{equation}
\tfrac12\,\mathrm{Re}(EH^*)=\tfrac12\,\mathrm{Re}\left(-\frac{i\kappa k_0}{\omega\mu_0}|E|^2\right)=0 .
\end{equation}
Energy flows in during one quarter period and out during the next. In the steady state none is lost to the material and none travels on, so all of it returns.

\section{Is it really the sign?}

Q: Perhaps the reflection is high just because the material responds strongly near its resonance. Any large permittivity reflects well.

A: Compare the case $\varepsilon>0$. The index $n=\sqrt\varepsilon$ is real, and the field inside is the outgoing wave $te^{ink_0z}$. The conditions become $1+r=t$ and $1-r=nt$, so
\begin{equation}
r=\frac{1-n}{1+n},\qquad
1-R=\frac{(1+n)^2-(1-n)^2}{(1+n)^2}=\frac{4n}{(1+n)^2}.
\end{equation}
For finite $n>0$ this is positive, hence $R<1$. A large positive $\varepsilon$ brings $R$ near 1 without reaching it, whereas a negative one gives $R=1$ even if it is small.

Q: Give me numbers.

A: Take $\omega_T$ at $1070\ \mathrm{cm^{-1}}$, $\omega_L$ at $1250\ \mathrm{cm^{-1}}$ and $\varepsilon_\infty=2.1$. These are rough typical values for the Si--O stretching mode of silica, a common interlayer dielectric. The band runs from $9.35$ down to $8.00\ \mu\mathrm m$ in vacuum wavelength. Frequencies are given as wavenumbers $\nu=\omega/(2\pi c)$, and since \eqref{eq:factor} contains only ratios, they can be inserted directly. At $1150\ \mathrm{cm^{-1}}$,
\begin{equation}
\varepsilon=2.1\times\frac{1250^2-1150^2}{1070^2-1150^2}
=2.1\times\frac{240000}{-177600}=-2.838 .
\end{equation}
Hence $\kappa=\sqrt{2.838}=1.685$. The phase of $r$ is $-2\arctan1.685=-118.6^\circ$, and $\delta=1/(2\pi\kappa\nu)=822$ nm. Other frequencies give:
\begin{center}
\begin{tabular}{rrrrr}
$\nu$ (cm$^{-1}$) & $\varepsilon$ & phase of $r$ & $\delta$ (nm) & $R$\\
1000 & 8.152 & & & 0.232\\
1080 & $-38.689$ & $-161.7^\circ$ & 237 & 1\\
1240 & $-0.133$ & $-40.1^\circ$ & 3517 & 1\\
1300 & 0.491 & & & 0.031
\end{tabular}
\end{center}
The permittivity $8.152$ reflects less than a quarter of the light, while $-0.133$ reflects all of it.

One can also reverse the sign alone. Take a slab $12.323\ \mu\mathrm m$ thick (fifteen depths $\delta$) in vacuum, at $1150\ \mathrm{cm^{-1}}$. Direct integration of the wave equation gives a transmittance of $3\times10^{-13}$ for $\varepsilon=-2.838$ and $0.888$ for $\varepsilon=+2.838$. The second value lies on an interference fringe and varies between $0.77$ and $1$ with the thickness.

Q: All of this assumes a steady state. Would a real pulse, meeting moving ions, do the same?

A: This was tested by stepping Maxwell's equations and the equation of motion of the ions forward in time, without using $\varepsilon(\omega)$. The pulses had a spectral amplitude proportional to $e^{-(\nu-\nu_0)^2/2w^2}$ with $w=15\ \mathrm{cm^{-1}}$. For centres $\nu_0$ of $900$, $1160$ and $1800\ \mathrm{cm^{-1}}$, the reflected fractions of the energy were $0.1375$, $1.0000$ and $0.0169$. The formulas above, averaged over each pulse spectrum, give $0.1368$, $1.0000$ and $0.0167$.

Q: What happens at the two edges?

A: At $\omega_L$ the permittivity is zero and $E''=0$. The bounded solution is a constant, so $E'=0$, $H=0$ inside, and $1-r=0$: the wave returns with $r=+1$. Towards $\omega_T$ from above, $\kappa\to\infty$ and \eqref{eq:r} gives $r\to-1$, as at a perfect metal. This edge is to be read as a limit, because $\delta\to0$ there, and a local permittivity loses its meaning once $\delta$ approaches the spacing of the atoms.

Outside the band, $n\to\infty$ just below $\omega_T$ and $n\to0$ just above $\omega_L$. In both cases $4n/(1+n)^2\to0$, so $R$ joins the value 1 continuously.

\section{A film instead of a half-space}

Q: An interlayer dielectric is a film of some hundred nanometres. You found a depth of 822 nm. Does the field not reach the other side?

A: It does, and then the argument for $b=0$ fails. Let the film fill $0<z<d$ with vacuum on both sides, and let the transmitted field be $\tau e^{ik_0(z-d)}$. At $z=d$ this requires $E=\tau$ and $E'=ik_0\tau$. The solution inside with these values is
\begin{equation}
E=\tau\left[\cosh\kappa k_0(z-d)+\frac{i}{\kappa}\sinh\kappa k_0(z-d)\right].
\end{equation}
Write $C=\cosh(d/\delta)$ and $S=\sinh(d/\delta)$. At the front face, with $\rho$ the reflected amplitude,
\begin{align}
1+\rho&=E(0)=\tau\left(C-\frac{i}{\kappa}S\right),\\
1-\rho&=\frac{E'(0)}{ik_0}=\frac{\tau(iC-\kappa S)}{i}=\tau(C+i\kappa S).
\end{align}
The sum is $2=\tau\,[2C+i(\kappa-1/\kappa)S]$. With $T=|\tau|^2$ and $C^2=1+S^2$,
\begin{align}
\frac1T&=C^2+\tfrac14\left(\kappa-\frac1\kappa\right)^2S^2
=1+\tfrac14\left[4+\left(\kappa-\frac1\kappa\right)^2\right]S^2\notag\\
&=1+\tfrac14\left(\kappa+\frac1\kappa\right)^2\sinh^2\frac d\delta .
\label{eq:film}
\end{align}

For $d=500$ nm at $1150\ \mathrm{cm^{-1}}$, $d/\delta=0.608$ and $\sinh^2(d/\delta)=0.418$. The prefactor is $\frac14(1.685+0.594)^2=1.298$. Thus
\begin{equation}
T=\frac{1}{1+1.298\times0.418}=0.648,\qquad R=1-T=0.352 .
\end{equation}
The permittivity is negative, yet about two thirds of the light passes. This is tunnelling: the decaying and growing parts together carry a flux that neither carries alone.

Q: Then how thick is thick enough?

A: For $d\gg\delta$, $\sinh^2(d/\delta)\approx\frac14e^{2d/\delta}$, and \eqref{eq:film} becomes
\begin{equation}
T\approx\frac{16}{(\kappa+1/\kappa)^2}\,e^{-2d/\delta}.
\end{equation}
The transmittance falls exponentially, and total reflection is the limit $d/\delta\to\infty$. At $1150\ \mathrm{cm^{-1}}$, \eqref{eq:film} gives $T=0.01$ at $d=2353$ nm, nearly three depths. Near $\omega_L$ more is needed, because $\delta$ grows there, but the need does not grow without bound: as $\kappa\to0$, \eqref{eq:film} tends to $1/T=1+\frac14(k_0d)^2$, which gives $T=0.01$ at about $25\ \mu\mathrm m$. The condition $d\gg\delta$ is thus sufficient but not necessary. In the opposite limit $d\to0$, $T\to1$, as it must when there is no film.

\section{Damping and the real material}

Q: Real ions lose energy. Does a little damping spoil the result?

A: A little damping spoils it a little. Add the force $-\mu\gamma\dot u=+i\omega\mu\gamma u$ to the equation of motion. Then $\omega_T^2-\omega^2$ is replaced by $\omega_T^2-\omega^2-i\gamma\omega$, and
\begin{equation}
\varepsilon=\varepsilon_\infty+\frac{\Omega^2}{\omega_T^2-\omega^2-i\gamma\omega}.
\end{equation}
The index is now complex, $n'+i\kappa'$. Replacing $n$ by it in $r=(1-n)/(1+n)$ gives
\begin{equation}
1-R=\frac{|1+n'+i\kappa'|^2-|1-n'-i\kappa'|^2}{|1+n'+i\kappa'|^2}
=\frac{4n'}{(1+n')^2+\kappa'^2}.
\end{equation}
For weak damping in the band, $n'\approx\mathrm{Im}\,\varepsilon/(2\kappa)$ is proportional to $\gamma$, and so is the loss. This holds away from the edges. At $\omega_T$ and $\omega_L$ themselves, weak damping leaves $\varepsilon$ almost purely imaginary, and the loss goes as $\sqrt\gamma$, which is much larger.

A rough line width for silica is $70\ \mathrm{cm^{-1}}$, which is not weak beside a band $180\ \mathrm{cm^{-1}}$ wide. At $1150\ \mathrm{cm^{-1}}$ it gives $\varepsilon=-1.996+1.857i$, so $|\varepsilon|=2.726$. From $n'^2-\kappa'^2=-1.996$ and $n'^2+\kappa'^2=2.726$,
\begin{align}
n'&=\sqrt{\tfrac12(2.726-1.996)}=0.604,\\
\kappa'&=\sqrt{\tfrac12(2.726+1.996)}=1.537,\\
R&=1-\frac{4\times0.604}{1.604^2+1.537^2}=0.51 .
\end{align}
The half-space now absorbs the other half. With the damping 100 times smaller, $R=0.993$; with it $10^4$ times smaller, $R=0.99993$. Between these two weakly damped cases the loss $1-R$ falls in proportion to $\gamma$, as the estimate says.

Q: What is left of the total reflection in an actual interlayer film?

A: In this model, not much. For the free-standing 500 nm film at $1150\ \mathrm{cm^{-1}}$ with the same damping, $R=0.20$, $T=0.45$ and the absorbed fraction is $0.35$. At this frequency the reflectance is thus lowered from 1 to $0.35$ by the finite thickness alone, to $0.51$ by damping alone, and to $0.20$ by both. Even for a half-space, the highest damped reflectance between $1000$ and $1300\ \mathrm{cm^{-1}}$ is only $0.52$, at $1127\ \mathrm{cm^{-1}}$. These are model values, not measurements. A film on a chip also lies on a substrate, often silicon, which changes $R$ and $T$ and is not included here. Nor is the true line shape of the glass, and the damped values depend strongly on it. If the width comes mainly from a spread of resonance frequencies in the disordered glass, rather than from the damping of each oscillator, the absorption has weaker tails, and both the half-space and the film can reflect much more than found here.

Q: Silica has other vibrations as well. Do they destroy the band?

A: The lower-lying rocking mode does not; it only moves the upper edge. Place that mode at $457\ \mathrm{cm^{-1}}$ with a static contribution of $0.9$, both rough values, and keep $\varepsilon_\infty$, $\Omega$ and $\omega_T$ fixed. Without damping it adds
\begin{equation}
\Delta\varepsilon=0.9\,\frac{457^2}{457^2-\nu^2},
\end{equation}
which is negative above $457\ \mathrm{cm^{-1}}$. At $1150\ \mathrm{cm^{-1}}$ the permittivity moves from $-2.838$ to $-3.007$. The zero of $\varepsilon$ moves from $1250$ to $1261.5\ \mathrm{cm^{-1}}$, so the band widens by 6\% of its width. The derivation of $R=1$ used only that $\varepsilon$ is real and negative, so it holds for an undamped half-space throughout the widened band. A weaker mode near $800\ \mathrm{cm^{-1}}$ is left out. So is the shoulder that silica shows near $1200\ \mathrm{cm^{-1}}$, inside the band. A mode placed there acts differently: without damping it makes $\varepsilon$ positive in a window just below its own frequency, and in that window the reflection is not total.

The static permittivity shows the limit of the one-mode model more clearly. At $\omega=0$, \eqref{eq:factor} gives $\varepsilon=2.1\,(1250/1070)^2=2.87$, whereas silica has a value of roughly 4. Much of the difference comes from the lower modes.

Q: Then state the claim in a form I can accept.

A: A half-space with real, negative permittivity reflects all normally incident light, because the field inside decays and carries no mean flux. An undamped single-mode polar dielectric has such a permittivity between $\omega_T$ and $\omega_L$. A film obeys the claim closely if $d\gg\delta$, and a damped half-space does so to the extent that $4n'\ll(1+n')^2+\kappa'^2$. The remaining values for this example are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
transverse frequency: 1070 cm^-1 = 9.346 micrometre
longitudinal frequency: 1250 cm^-1 = 8.000 micrometre
width of the band: 180 cm^-1
background permittivity: 2.10
coupling frequency Omega: 936.5 cm^-1
static permittivity of the one-mode model: 2.866
largest wavevector k/2pi scanned: 100000 cm^-1
highest lower-branch frequency found: 1069.95 cm^-1
lowest upper-branch frequency found: 1250.00 cm^-1
half-space outside the band: nu (cm^-1), eps, index, R
  900  4.719  2.172  0.1366
  1000  8.152  2.855  0.2316
  1300  0.491  0.701  0.0309
  1800  1.681  1.297  0.0167
in the band: nu (cm^-1), eps, kappa, phase (deg), depth (nm), R
  1080  -38.689  6.220  -161.7  237  1.000000
  1110  -7.957  2.821  -141.0  508  1.000000
  1150  -2.838  1.685  -118.6  822  1.000000
  1200  -0.872  0.934  -86.1  1421  1.000000
  1240  -0.133  0.365  -40.1  3517  1.000000
pulse spectral width parameter: 15 cm^-1
pulses: centre (cm^-1), simulated R, formula R
  900  0.1375  0.1368
  1160  1.0000  1.0000
  1800  0.0169  0.0167
frequency for the tests below: 1150 cm^-1
slab of 15 field depths: 12323 nm
  T with eps = -2.838: 2.9e-13
  T with eps = 2.838: 0.888
undamped film thickness: 500 nm
  film R: 0.352, film T: 0.648
thickness for T = 0.01: 2353 nm
damping: 70 cm^-1
  damped eps: -1.996 + 1.857 i
  damped half-space R: 0.510
  R with damping/100: 0.99310
  R with damping/10000: 0.9999308
  highest damped R: 0.522 at 1127 cm^-1
damped 500 nm film: R 0.199, T 0.451, absorbed 0.349
second mode: 457 cm^-1, static part 0.9
  eps at 1150 cm^-1 with it: -3.007
  upper band edge with it: 1261.5 cm^-1
  shift of the upper edge: 11.5 cm^-1
\end{verbatim}
